# Zero-temperature decay of a cubic metastable well: test program

```python
# Result under test: the ground resonance of the metastable cubic well
#   U(q) = q^2/2 - g q^3   (units hbar = m = omega = 1)
# decays, for a high barrier v = V/(hbar omega) = 1/(54 g^2), at the rate
#   Gamma = (1/2pi) sqrt(864 pi v) exp(-36 v/5),   Gamma = -2 Im E.
# q0 = 1/(2g) is the exit point, S the bounce action, theta the angle of
# the complex scaling q -> q exp(i theta).
import numpy as np
import mpmath as mp
from scipy import constants
from scipy.integrate import quad
from scipy.linalg import eigh_tridiagonal
from scipy.optimize import minimize_scalar

mp.mp.dps = 80


def coupling(v):
    return 1.0 / np.sqrt(54.0 * v)


def potential(q, g):
    return 0.5 * q**2 - g * q**3


def instanton_rate(v):
    return np.sqrt(864 * np.pi * v) / (2 * np.pi) * np.exp(-36 * v / 5)


def resonance(v, size=300, theta=None):
    """Ground resonance energy by inverse iteration on the scaled matrix."""
    theta = mp.pi / 10 if theta is None else mp.mpf(theta)
    g = 1 / mp.sqrt(54 * mp.mpf(v))
    cubic = -g * mp.expj(3 * theta)
    zero = mp.mpc(0)
    # bands[n][k] is the matrix element between oscillator states n, n+k
    bands = []
    for n in range(size):
        row = [
            mp.mpc((n + mp.mpf(1) / 2) * mp.cos(2 * theta)),
            cubic * 3 * mp.sqrt(mp.mpf(n + 1) ** 3 / 8),
            mp.mpc(0, mp.sin(2 * theta) / 2) * mp.sqrt((n + 1) * (n + 2)),
            cubic * mp.sqrt(mp.mpf((n + 1) * (n + 2) * (n + 3)) / 8),
        ]
        for k in range(1, 4):
            if n + k >= size:
                row[k] = zero
        bands.append(row)
    vector = [mp.mpc(1)] + [zero] * (size - 1)
    energy = mp.mpc(mp.mpf(1) / 2 - mp.mpf(11) / 8 * g**2)
    for _ in range(25):
        a = [row[:] for row in bands]
        for row in a:
            row[0] -= energy
        b = vector[:]
        for n in range(size):
            for i in range(1, min(4, size - n)):
                factor = a[n][i] / a[n][0]
                for j in range(i, min(4, size - n)):
                    a[n + i][j - i] -= factor * a[n][j]
                b[n + i] -= factor * b[n]
        w = [zero] * size
        for n in reversed(range(size)):
            total = b[n]
            for k in range(1, min(4, size - n)):
                total -= a[n][k] * w[n + k]
            w[n] = total / a[n][0]
        norm2 = sum((c * c for c in w), zero)
        change = sum((c * d for c, d in zip(vector, w)), zero) / norm2
        energy += change
        scale = 1 / mp.sqrt(norm2)
        vector = [c * scale for c in w]
        if abs(change) < mp.mpf(10) ** (-60):
            return energy
    raise AssertionError("inverse iteration did not converge")


# --- barrier height, action and bounce for the worked example ---
v_ex = 3.0
g_ex = coupling(v_ex)
q0 = 1 / (2 * g_ex)
top = minimize_scalar(lambda q: -potential(q, g_ex), bounds=(0, q0),
                      method="bounded", options={"xatol": 1e-9})
assert abs(-top.fun - v_ex) < 1e-8
assert abs(top.x - 2 * q0 / 3) < 1e-5
action = 2 * quad(lambda q: np.sqrt(2 * max(potential(q, g_ex), 0.0)),
                  0, q0)[0]
assert abs(action - 36 * v_ex / 5) < 1e-6

tau = np.linspace(-8, 8, 161)
step = 1e-3


def bounce(t):
    return q0 / np.cosh(t / 2) ** 2


acceleration = (bounce(tau + step) - 2 * bounce(tau)
                + bounce(tau - step)) / step**2
force = bounce(tau) - 3 * g_ex * bounce(tau) ** 2
assert np.max(np.abs(acceleration - force)) < 1e-5

# --- fluctuation determinant from sliced imaginary time ---
h = 0.02
grid = np.arange(-20 + h, 20 - h / 2, h)
off = -np.ones(len(grid) - 1) / h**2
curvature = 1 - 6 * g_ex * bounce(grid)
lam = eigh_tridiagonal(2 / h**2 + curvature, off, eigvals_only=True)
lam0 = eigh_tridiagonal(2 / h**2 + np.ones(len(grid)), off,
                        eigvals_only=True)
assert np.allclose(lam[:3], [-1.25, 0.0, 0.75], atol=1e-3)
rest = np.delete(lam, np.argmin(np.abs(lam)))
det_ratio = np.prod(np.sign(rest)) * np.exp(
    np.sum(np.log(np.abs(rest))) - np.sum(np.log(lam0)))
assert abs(det_ratio * (-60) - 1) < 3e-3
# the general product formula, away from the zero-mode point
for kappa in (2.6, 3.7):
    mu = kappa**2 / 4 - 1
    numeric = np.prod(np.sign(lam + mu)) * np.exp(
        np.sum(np.log(np.abs(lam + mu))) - np.sum(np.log(lam0 + mu)))
    product = np.prod([(kappa - l) / (kappa + l) for l in (1, 2, 3)])
    assert abs(numeric / product - 1) < 3e-3

# --- half-Gaussian rule on an ordinary integral of exp(-U) ---
# The part from -infinity to 0 is real; only the rotated ray matters.
v_int = 20
with mp.workdps(30):
    g_int = 1 / mp.sqrt(54 * mp.mpf(v_int))
    ray = mp.expj(mp.pi / 3)
    integral = mp.quad(
        lambda r: ray * mp.exp(-(r * ray) ** 2 / 2 + g_int * (r * ray) ** 3),
        list(range(0, 31, 2)))
    full_gaussian = mp.sqrt(2 * mp.pi) * mp.exp(-v_int)
    half_factor = float(integral.imag / full_gaussian)
assert abs(half_factor - 0.5) < 0.005

# --- flux over norm from the semiclassical wave function ---
log_factor = quad(lambda u: (1 / np.sqrt(1 - u) - 1) / u, 0, 1)[0]
assert abs(log_factor - 2 * np.log(2)) < 1e-6
flux_rate = q0 / np.sqrt(np.pi) * np.exp(log_factor - action)
det_rate = np.sqrt(action / (2 * np.pi * abs(det_ratio))) * np.exp(-action)
assert abs(flux_rate / instanton_rate(v_ex) - 1) < 1e-5
assert abs(det_rate / instanton_rate(v_ex) - 1) < 3e-3

# --- complex-scaled resonances ---
heights = [1, 2, 3, 5, 8, 12]
energies = {v: resonance(v) for v in heights}
widths = {v: float(-2 * energies[v].imag) for v in heights}
ratios = {v: widths[v] / instanton_rate(v) for v in heights}

# dense matrix built from products of the position matrix
n_dense, angle = 100, np.pi / 10
ladder = np.sqrt(np.arange(1, n_dense + 6) / 2)
x = np.diag(ladder, 1) + np.diag(ladder, -1)
x2 = (x @ x)[:n_dense, :n_dense]
x3 = (x @ x @ x)[:n_dense, :n_dense]
kinetic = np.diag(np.arange(n_dense) + 0.5) - x2 / 2
dense = (np.exp(-2j * angle) * kinetic + np.exp(2j * angle) * x2 / 2
         - coupling(1) * np.exp(3j * angle) * x3)
spectrum = np.linalg.eigvals(dense)
nearest = spectrum[np.argmin(np.abs(spectrum - 0.5))]
assert abs(nearest - complex(energies[1])) < 1e-7

# the width must not depend on the angle or on the basis size
other = resonance(12, size=340, theta="0.26")
spread = abs(float(-2 * other.imag) / widths[12] - 1)
assert spread < 1e-8

# ratio exact/instanton: rises towards 1 and extrapolates to 1
ratio_list = [ratios[v] for v in heights]
assert all(a < b < 1 for a, b in zip(ratio_list, ratio_list[1:]))
inverse = np.array([1 / v for v in heights[-3:]])
limit = np.polyfit(inverse, ratio_list[-3:], 2)[-1]
assert abs(limit - 1) < 3e-4

# --- worked example in laboratory units ---
omega = 1e12
quantum_mev = constants.hbar * omega / constants.e * 1e3
rate_inst = omega * instanton_rate(v_ex)
rate_exact = omega * widths[3]

print("Worked example")
print(f"omega = {omega:.1e} s^-1")
print(f"V/(hbar omega) = {v_ex:.1f} (dimensionless)")
print(f"hbar omega = {quantum_mev:.4f} meV")
print(f"barrier V = {v_ex * quantum_mev:.4f} meV")
print(f"cubic coupling g = {g_ex:.5f} (hbar=m=omega=1)")
print(f"exit point q0 = {q0:.4f} sqrt(hbar/(m omega))")
print(f"bounce action S = {action:.4f} hbar")
print(f"exp(-S/hbar) = {np.exp(-action):.4e} (dimensionless)")
print(f"prefactor = {instanton_rate(v_ex) * np.exp(action):.4f} omega")
print(f"instanton rate = {instanton_rate(v_ex):.4e} omega")
print(f"instanton rate = {rate_inst:.4e} s^-1")
print(f"instanton lifetime = {1 / rate_inst:.4e} s")
print(f"complex-scaled rate = {rate_exact:.4e} s^-1")
print(f"complex-scaled lifetime = {1 / rate_exact:.4e} s")
print(f"instanton/complex-scaled = {rate_inst / rate_exact:.4f}")
print("Checks of the derivation")
print("three lowest sliced-time eigenvalues = "
      + ", ".join(f"{e:.4f}" for e in lam[:3]) + " omega^2")
print(f"sliced-time det'/det0 = {det_ratio:.6f} omega^-2")
print(f"-1/60 = {-1 / 60:.6f} omega^-2")
print(f"Im(integral)/full Gaussian at v=20 = {half_factor:.4f}")
print(f"exp(I) by quadrature = {np.exp(log_factor):.6f}")
print(f"flux rate at v=3 = {flux_rate:.4e} omega")
print("Resonances: v, Re E/(hbar omega), width/(hbar omega),")
print("  instanton rate/omega, R=exact/instanton, v(1-R)")
for v in heights:
    print(f"{v:3d} {float(energies[v].real):.6f} {widths[v]:.5e} "
          f"{instanton_rate(v):.5e} {ratios[v]:.5f} "
          f"{v * (1 - ratios[v]):.4f}")
print(f"R extrapolated to 1/v = 0: {limit:.6f}")
print(f"relative width change, other angle and basis, v=12: {spread:.1e}")
print("no test failed")
```

Printed output:

```
Worked example
omega = 1.0e+12 s^-1
V/(hbar omega) = 3.0 (dimensionless)
hbar omega = 0.6582 meV
barrier V = 1.9746 meV
cubic coupling g = 0.07857 (hbar=m=omega=1)
exit point q0 = 6.3640 sqrt(hbar/(m omega))
bounce action S = 21.6000 hbar
exp(-S/hbar) = 4.1614e-10 (dimensionless)
prefactor = 14.3619 omega
instanton rate = 5.9766e-09 omega
instanton rate = 5.9766e+03 s^-1
instanton lifetime = 1.6732e-04 s
complex-scaled rate = 5.5633e+03 s^-1
complex-scaled lifetime = 1.7975e-04 s
instanton/complex-scaled = 1.0743
Checks of the derivation
three lowest sliced-time eigenvalues = -1.2500, -0.0000, 0.7500 omega^2
sliced-time det'/det0 = -0.016669 omega^-2
-1/60 = -0.016667 omega^-2
Im(integral)/full Gaussian at v=20 = 0.4967
exp(I) by quadrature = 4.000000
flux rate at v=3 = 5.9766e-09 omega
Resonances: v, Re E/(hbar omega), width/(hbar omega),
  instanton rate/omega, R=exact/instanton, v(1-R)
  1 0.465139 4.54003e-03 6.19058e-03 0.73338 0.2666
  2 0.485659 5.83084e-06 6.53622e-06 0.89208 0.2158
  3 0.490867 5.56327e-09 5.97657e-09 0.93085 0.2075
  5 0.494690 4.12676e-15 4.30066e-15 0.95956 0.2022
  8 0.496735 2.20731e-24 2.26378e-24 0.97506 0.1996
 12 0.497842 8.47163e-37 8.61389e-37 0.98348 0.1982
R extrapolated to 1/v = 0: 0.999963
relative width change, other angle and basis, v=12: 0.0e+00
no test failed
```
